# Current through a Schottky barrier: diffusion in series with interface emission

A resistive memory cell built on a Schottky contact is read with a small voltage. We model its two states as differing only in the height of a uniform barrier that electrons meet at the metal. To reach the metal, an electron must first work its way up the slope of the depletion layer, colliding often, and then cross the interface. If crossing is slow, the current measures the barrier top alone. If the climb is slow, the current also depends on mobility and field. What is the current when neither process is fast enough to be ignored?

## The contact and its two transport laws

The metal fills $x<0$ and an n-type semiconductor fills $x>0$. The depletion layer ends at $x=W$. Energies are counted from the metal Fermi level, and the conduction-band edge is $E_c(x)$, with $E_c(0)=\phi_B$. A forward bias $V>0$ raises the bulk Fermi level to $qV$, where $q>0$ is the elementary charge. The current density $J$ is positive when electrons flow into the metal, that is, towards $-x$.

The electrons are non-degenerate, so a local quasi-Fermi level $E_F(x)$ gives the density

$$n=N_c\,e^{(E_F-E_c)/kT}.$$

Inside the layer they drift and diffuse with constant mobility $\mu$ and diffusion coefficient $D=\mu kT/q$. The force on an electron is $-dE_c/dx$, so its drift velocity is $-(D/kT)\,dE_c/dx$. Counting flow towards $-x$ as positive,

$$J=qD\left(\frac{dn}{dx}+\frac{n}{kT}\frac{dE_c}{dx}\right).\tag{1}$$

At the interface we need a second law. For a Maxwellian of density $n$ and isotropic mass $m$, the one-way flux through a plane is

$$n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv=n\,v_R,\qquad v_R=\sqrt{\frac{kT}{2\pi m}},$$

because the integral equals $kT/m$. The metal sends back a flux that does not depend on $V$. At equilibrium it must cancel the arriving flux, so it equals $v_Rn_0$ with $n_0=N_ce^{-\phi_B/kT}$. Hence we take

$$J=q\,v_R\,[n(0)-n_0].\tag{2}$$

Equation (2) is a closure: it assigns a simple one-way flux to a distribution that is distorted by the current. Its uncertainty is estimated below.

## First derivation: integrate the quasi-Fermi level

Differentiating the density gives $kT\,dn/dx=n(dE_F/dx-dE_c/dx)$. In (1) the band-edge terms cancel, leaving

$$J=\frac{qD}{kT}\,n\,\frac{dE_F}{dx}.$$

Insert $n$ and multiply by $e^{E_c/kT}$. With $u=e^{E_F/kT}$, for which $du/dx=(u/kT)\,dE_F/dx$,

$$J\,e^{E_c/kT}=qDN_c\frac{du}{dx}.$$

In steady flow without recombination $J$ does not depend on $x$. We integrate from $0$ to $W$, where $u(W)=e^{qV/kT}$:

$$J\int_0^We^{E_c/kT}dx=qDN_c\left[e^{qV/kT}-u(0)\right].$$

The integral has the factor $e^{\phi_B/kT}$. Taking it out defines the diffusion velocity

$$v_D=\frac{D}{\displaystyle\int_0^We^{[E_c(x)-\phi_B]/kT}dx},\tag{3}$$

and the layer obeys

$$J=qn_0v_D\left[e^{qV/kT}-u(0)\right].\tag{4}$$

Since $n(0)=n_0u(0)$, the interface law (2) reads

$$J=qn_0v_R\,[u(0)-1].\tag{5}$$

Divide (4) by $v_D$, divide (5) by $v_R$, and add. The unknown $u(0)$ drops out:

$$J\left(\frac1{v_D}+\frac1{v_R}\right)=qn_0\left(e^{qV/kT}-1\right).$$

This is the Crowell–Sze current,

$$\boxed{J=qN_c\,\frac{v_Rv_D}{v_R+v_D}\,e^{-\phi_B/kT}\left(e^{qV/kT}-1\right)}\tag{6}$$

The layer and the interface act as two resistances in series, with $u$ in the role of the potential. We write $v_{\rm eff}=v_Rv_D/(v_R+v_D)$. Equating (4) and (5) also gives

$$u(0)=\frac{v_De^{qV/kT}+v_R}{v_D+v_R}.\tag{7}$$

## Second derivation: follow electrons emitted by the metal

The same current can be found without a quasi-Fermi level inside the layer. The metal emits $v_Rn_0$ electrons per unit area and time. Some wander back into it; the others reach the bulk. Let $p(x)$ be the probability that an electron now at $x$ enters the metal before it reaches $W$.

In a short time $\tau$ the electron's mean displacement is $-(D/kT)(dE_c/dx)\tau$ and its mean square displacement is $2D\tau$, to first order in $\tau$. Its chance of ending in the metal is the average of $p$ over its new positions. Expanding $p$ to second order, the terms proportional to $\tau$ must cancel:

$$D\frac{d^2p}{dx^2}-\frac{D}{kT}\frac{dE_c}{dx}\frac{dp}{dx}=0.$$

This is a first-order equation for $dp/dx$, with the solution

$$\frac{dp}{dx}=-C\,e^{[E_c(x)-\phi_B]/kT}.$$

An electron at $W$ counts as escaped, so $p(W)=0$. Integrating from $0$ to $W$ and using (3),

$$p(0)=C\int_0^We^{[E_c-\phi_B]/kT}dx=\frac{CD}{v_D}.\tag{8}$$

The constant follows from the interface. Divide space into cells of small width $\ell$. The cell at the metal holds $n\ell$ electrons per area and loses $v_Rn$ per time to the metal, a rate $v_R/\ell$ per electron. Hops to the next cell have the rate $D/\ell^2$, apart from a drift correction smaller by a factor of order $\ell$. The average of $p$ over the next event must equal $p(0)$:

$$\frac{v_R}{\ell}[1-p(0)]+\frac{D}{\ell^2}[p(\ell)-p(0)]=0.$$

Multiply by $\ell$ and let $\ell\to0$. Then $v_R[1-p(0)]=-D\,p'(0)=DC$. By (8), $DC=v_Dp(0)$, so

$$p(0)=\frac{v_R}{v_R+v_D},\qquad 1-p(0)=\frac{v_D}{v_R+v_D}.\tag{9}$$

The one-way current from metal to bulk is therefore $qn_0v_R[1-p(0)]=qn_0v_{\rm eff}$.

For the opposite current, hold the profile $E_c(x)$ at its shape under bias $V$. Equations (1) and (2) are then linear in the density, so the one-way current from bulk to metal is proportional to $n(W)$. If $n(W)$ were $N_ce^{-E_c(W)/kT}$, the density $N_ce^{-E_c(x)/kT}$ would satisfy both laws with zero current, and the two one-way currents would cancel. The actual $n(W)$ is larger by $e^{qV/kT}$. The current into the metal is thus $qn_0v_{\rm eff}e^{qV/kT}$, and subtracting the reverse current gives (6).

## The depletion layer and the two limits

For uniform ionized doping $N_d$ and permittivity $\varepsilon$, with mobile charge neglected, Poisson's equation is $d^2E_c/dx^2=q^2N_d/\varepsilon$. The field vanishes at $W$. With the band bending $\psi$, in volts,

$$E_c(x)-\phi_B=q\psi\left[\left(1-\frac xW\right)^2-1\right],\qquad W=\sqrt{\frac{2\varepsilon\psi}{qN_d}},$$

and the field at the metal is $E_m=2\psi/W$. Set $a=q\psi/kT$ and $t=\sqrt a\,(1-x/W)$. The integral in (3) becomes

$$\frac{W}{\sqrt a}\,e^{-a}\int_0^{\sqrt a}e^{t^2}dt=\frac{W}{\sqrt a}F(\sqrt a),\qquad v_D=\frac{D\sqrt a}{W\,F(\sqrt a)},$$

where $F(z)=e^{-z^2}\int_0^ze^{t^2}dt$ is Dawson's function. It obeys $F'=1-2zF$. Inserting $F=c_1/z+c_3/z^3+\dots$ and matching powers gives $c_1=1/2$ and $c_3=1/4$. Since $2aD/W=2\mu\psi/W=\mu E_m$,

$$v_D=\mu E_m\left(1-\frac1{2a}+\dots\right).\tag{10}$$

**Emission limit, $v_D\gg v_R$.** Then $v_{\rm eff}\to v_R$. With $N_c=2(2\pi mkT/h^2)^{3/2}$,

$$qN_cv_R=\frac{4\pi qmk^2}{h^3}T^2\equiv A^*T^2,$$
$$J\to A^*T^2e^{-\phi_B/kT}\left(e^{qV/kT}-1\right).$$

Mobility has disappeared. By (9) almost every emitted electron escapes to the bulk.

**Diffusion limit, $v_D\ll v_R$.** Then $v_{\rm eff}\to v_D$, and for $a\gg1$

$$J\to qN_c\mu E_m\,e^{-\phi_B/kT}\left(e^{qV/kT}-1\right).$$

Now $v_R$ has disappeared, and almost every emitted electron returns to the metal.

Because $v_D$ depends on $\psi$, the prefactor changes with bias. Define the ideality factor $\eta$ by

$$\frac1\eta=\frac{kT}{q}\frac{d}{dV}\ln\frac{J}{1-e^{-qV/kT}}=1+\frac{kT}{q}\frac{d\ln v_{\rm eff}}{dV}.$$

From $1/v_{\rm eff}=1/v_R+1/v_D$, the last derivative is $[v_R/(v_R+v_D)]\,d\ln v_D/dV$. To leading order $v_D\propto\sqrt\psi$, and $d\psi/dV=-1$, so

$$\frac1\eta\approx1-\frac{kT}{q}\,\frac{1}{2\psi}\,\frac{v_R}{v_R+v_D}.\tag{11}$$

## A memory cell with comparable velocities

Take rough values for platinum on lightly niobium-doped SrTiO$_3$ at 300 K: relative permittivity 300, $m=1.5$ electron masses, $N_d=3\times10^{18}$ cm$^{-3}$ and $\mu=6$ cm$^2$/Vs. The two states are modelled by $\phi_B=0.80$ eV (high resistance) and $0.65$ eV (low resistance), read at 0.20 V.

Here $kT=25.85$ meV and $N_c=4.61\times10^{19}$ cm$^{-3}$. The bulk band edge lies $kT\ln(N_c/N_d)=70.6$ meV above the Fermi level. In the high-resistance state $\psi=0.80-0.0706-0.20=0.529$ V, $W=76.5$ nm and $E_m=0.138$ MV/cm. The velocities are

$$v_R=2.20\times10^6,\qquad v_D=8.09\times10^5,\qquad v_{\rm eff}=5.91\times10^5\ \text{cm/s}.$$

With $A^*=180$ A/cm$^2$K$^2$, the emission limit gives $1.35\times10^{-3}$ A/cm$^2$. Multiplying by $v_{\rm eff}/v_R=0.269$ gives $J=3.6\times10^{-4}$ A/cm$^2$. The diffusion limit, with the full $v_D$, gives $5.0\times10^{-4}$ A/cm$^2$. In the language of (9), 73% of the electrons emitted by the metal return to it.

The low-resistance state has a smaller band bending, hence a smaller field and $v_{\rm eff}=5.18\times10^5$ cm/s. Its current is $0.105$ A/cm$^2$. The on/off ratio is

$$e^{0.15\,\text{eV}/kT}\times\frac{5.175}{5.913}=331\times0.875\approx290.$$

The velocity therefore takes about 12% off the ratio expected from the barrier heights alone. The last digits belong to the depletion approximation: keeping the mobile charge in the layer lowers $v_D$ by 2.6% and $J$ by 2% in the high-resistance state, and the ratio becomes 287.

Although the layer is the larger resistance, most of the Fermi-level drop lies at the interface: (7) puts $E_F(0)$ at 166 meV of the applied 200 meV. When $v_De^{qV/kT}\gg v_R$, the drop across the layer is $kT\ln(1+v_R/v_D)$, which is 34 meV here. Resistances add in $u$, while the Fermi level is its logarithm.

Equation (11) gives $\eta=1.018$; numerical differentiation of the full current gives 1.019. Under reverse bias the growing field raises $v_D$, reaching $1.25\times10^6$ cm/s at $-0.5$ V, so in this model the reverse current keeps rising slowly, bounded by the emission limit.

Changing mobility alone moves the high-resistance state between the limits. The ratio of $J$ to the emission limit is 0.036 at 0.6 cm$^2$/Vs, 0.27 at 6, and 0.79 at 60.

## What each derivation assumes

Both derivations use the Einstein relation, Boltzmann statistics, a steady profile, no recombination and the interface law (2). They differ in where these enter.

The first needs a local quasi-Fermi level and a current independent of $x$. In return it gives the density and the Fermi-level drop everywhere. Recombination would spoil the integration, because $J$ could not be taken outside the integral.

The second treats electrons as independent walkers in a fixed profile. It obtains the bias dependence from linearity and equilibrium balance, and gives the meaning of $v_{\rm eff}/v_R$ as an escape probability. Recombination would add a third fate for a walker. It also assumes that an emitted electron starts at the interface as an ordinary diffusing one, which requires collisions close to the metal.

That requirement can be made quantitative. For a straight slope the weight in (3) falls as $e^{-x/L}$, with $L=kT/(qE_m)$. In the high-resistance state $L=1.87$ nm, and numerical integration over the curved layer places 94% of the integral within $3L$. Drift-diffusion therefore needs a mean free path $\lambda\ll L$. Take $\lambda$ as the mean speed $4v_R$ times the collision time $\mu m/q$. Using $m/kT=1/(2\pi v_R^2)$,

$$\frac{\lambda}{L}=\frac{4v_R\mu mE_m}{kT}=\frac2\pi\,\frac{\mu E_m}{v_R}.\tag{12}$$

The crossover $v_D\sim v_R$ thus occurs where drift-diffusion near the barrier top is losing its footing. In the example $\lambda=0.45$ nm and $\lambda/L=0.24$, so this classical condition is met, though not sharply. The value of $\lambda$ is only nominal: it is about one lattice constant of SrTiO$_3$ (0.39 nm), and the thermal wavelength $h/\sqrt{2\pi mkT}=3.5$ nm exceeds $L$, so the picture of classical particles near the top is itself rough. At 60 cm$^2$/Vs the ratio would be 2.4, and (6) is then an interpolation.

The closure (2) has a related weakness. If the distribution is a Maxwellian plus a small part odd in velocity, half the net flux belongs to each direction. The flux returning from the metal is $v_Rn(0)-J/2q$. Setting it equal to $v_Rn_0$ gives $J=2qv_R[n(0)-n_0]$, twice the assumed velocity. This raises the example's current by 16%. Combined with (4), it would double the current in the emission limit, which is wrong: there electrons cross the top without collisions, their one-way flux from an equilibrium bulk is $v_Rn_0e^{qV/kT}$, and (6) is correct. The fault then lies with (4), not with the doubled closure. The true density at the top consists of two half-Maxwellians, $n(0)=\tfrac12n_0(e^{qV/kT}+1)$, so $J=2qv_R[n(0)-n_0]$ holds exactly, while drift-diffusion gives $n(0)\to n_0e^{qV/kT}$, up to twice too large in forward bias and too small in reverse bias. Equation (6) has the right emission limit because these two errors cancel, and (7) is not the real density in that limit. Between the limits, classical trajectories with a constant collision time $\mu m/q$ and a Maxwellian velocity after each collision give an escape probability of 0.30 at 6 cm$^2$/Vs and 0.88 at 60, about 10 to 11% above (9).

## How far a real contact may differ

The parameters are rough, and the barrier heights are assumed inputs. The following estimates apply to the high-resistance state, one change at a time; they are not factors to be multiplied together.

- **Band structure.** SrTiO$_3$ has three anisotropic conduction bands. Giving each two light masses of 0.7 and one heavy mass of 6, with $\phi_B$ and $\mu$ fixed, multiplies $J$ by 2.8, mostly through $N_c$.
- **Uneven barrier.** Averaging (6) over independent patches with a Gaussian spread of 30 meV multiplies $J$ by 1.9. The average is accurate for patches wide compared with $W$. Narrower ones share their potential and the gain fades gradually: in two-dimensional drift-diffusion with a cosine barrier of the same rms spread it is 1.76 for very wide patches, 1.69 at width $W$, 1.48 at 20 nm and 1.23 at 5 nm.
- **Image force.** Adding $-q^2/(16\pi\varepsilon_ix)$ to the band edge rounds the top. We integrate (3) numerically from the new maximum, keep the band bending $\psi$ of the uncorrected model, and let 0.80 eV denote the lowered height at zero bias. The current is multiplied by 0.54 for an optical relative permittivity of 5, and by 0.89 for the static 300. The first factor depends on these choices. The maximum lies 2.3 nm, five mean free paths, from the metal; applying (2) one mean free path from the metal instead gives 0.48, and raising $\psi$ at every bias by the zero-bias lowering gives 0.58.
- **Tunnelling.** A WKB estimate with mass 0.7 and full transmission above the top doubles $v_R$. With $v_D$ held fixed, $J$ rises by 16%. Quantum reflection at the metal works the other way and can win: matching waves at an abrupt interface to a free-electron metal whose band bottom lies 3 to 6 eV below the top multiplies $v_R$ by 0.7 to 0.5, tunnelling included, and lowers $J$ by 12 to 21%. These figures use mass 0.7 and continuity of the wavefunction's slope divided by the mass; with mass 1.5 the loss in $J$ is 30 to 41%. The sign of the net quantum correction is therefore not fixed by this estimate.

The absolute current is thus uncertain by a factor of a few even if $\phi_B$ is known. The model also contains no interfacial layer, traps or local conducting paths. Real contacts commonly show ideality factors well above the 1.02 found here, and the model does not say what causes the switching. Temperature matters too: at 358 K, with mobility and permittivity held fixed, the model's on/off ratio falls from 290 to 112. At a write voltage of $-3$ V the same formula for the field gives 0.37 MV/cm. The permittivity of SrTiO$_3$ falls appreciably at fields of roughly this size, so the constant-permittivity model suits reading better than writing.

Numerical values quoted here were computed with a short program.
